# Splicing a GGA potential to a Coulomb tail: beryllium Rydberg levels

Before Rydberg excitations are computed from the orbitals of a generalized-gradient approximation (GGA), one must decide whether to replace the outer potential and, if so, how far to move the inner potential relative to the new tail. For beryllium the second choice matters greatly. With a $-1/r$ tail and no shift the 2s–3s orbital gap is 0.141 hartree at frozen PBE density (0.142 self-consistently); with the shift and the same switch (linear, from 7 to 9 bohr) it is 0.227 hartree, against 0.242 hartree from a two-electron reference described below.

Hartree atomic units are used, with the bohr as length. The atom is nonrelativistic, with a fixed nucleus of charge $Z$ and spherical closed shells 1s²2s². The GGA is PBE, and $\varepsilon_H$ is the energy of the highest occupied orbital (HOMO).

## What the tail must do

Let $g(\mathbf r)$ be $\sqrt N$ times the overlap of the $N$-electron ground state with the ground state of the ion. Projecting the Schrödinger equation on the ion leaves, for the outer electron, its kinetic energy, its attraction to the nucleus and its repulsion from $N-1$ electrons. At large $r$ a spherical ion therefore gives

$$-\tfrac12\nabla^2g-\frac{Z-N+1}{r}\,g=-I\,g,\qquad I=E_{\rm ion}-E_N .$$

For a neutral atom the attraction is $-1/r$. When $g$ is nonzero, as for Be and its 2s ion, it dominates the outer density. In exact Kohn–Sham theory the HOMO dominates the same density, so it obeys the same equation. With the total potential set to zero at infinity,

$$v_{\rm xc}\to-1/r,\qquad \varepsilon_H=-I .$$

The tail belongs to $v_{\rm xc}$ because the nuclear and Hartree potentials of a neutral spherical atom cancel exponentially fast.

PBE has neither property. Let $e(\rho,\sigma)$ be its energy per volume, with $\sigma=|\nabla\rho|^2$. A density change gives

$$\delta E_{\rm xc}=\int(e_\rho\,\delta\rho+2e_\sigma\nabla\rho\cdot\nabla\delta\rho)\,d^3r .$$

Integrating the second term by parts, with no surface term, and writing the divergence for a spherical density,

$$v_{\rm GGA}=e_\rho-\frac1{r^2}\frac{d}{dr}\left(2r^2e_\sigma\rho'\right).$$

The test of this formula compares $\int v_{\rm GGA}|\phi_{2s}|^2d^3r$ with a numerical derivative of $E_{\rm xc}$ with respect to the 2s occupation. Both are $-0.279335$ hartree.

The PBE exchange enhancement saturates at large gradient, so its potential decays exponentially with the density. Outside its range a zero-energy s function, written $u(r)/r$, obeys $u''=0$ and can have at most one more node. For $l>0$ the outer $u$ is a combination of $r^{l+1}$ and $r^{-l}$, which also has at most one node. Since nodes count bound levels, their number is finite. With a Coulomb tail the zero-energy phase grows as $\int\sqrt{2/r}\,dr=2\sqrt{2r}$ without limit, and a Rydberg series follows. In a box of 200 bohr PBE binds three s levels and one p level; the spliced potential binds 13 and 11.

## Why the bulk must move

Let charge $q$ be removed from the HOMO. The orbitals make the energy stationary at fixed occupations, so their response drops out and $dE/dq=-\varepsilon_H(q)$, which is Janak's theorem. Integration gives

$$I=-\int_0^1\varepsilon_H(q)\,dq,$$

and adding $\varepsilon_H(0)$ to both sides gives

$$\Delta\equiv I+\varepsilon_H(0)=\int_0^1[\varepsilon_H(0)-\varepsilon_H(q)]\,dq .$$

For the exact functional $E$ is linear between integers, $\varepsilon_H(q)=-I$ on this side, and $\Delta=0$. The exact potential then jumps by a constant when the electron number crosses the integer. A GGA potential cannot jump. If $\varepsilon_H(q)=\varepsilon_H(0)-Uq$, its curvature $U$ gives $\Delta=U/2$.

Suppose that, where the HOMO is large, the GGA potential differs from the exact one mainly by a constant $c$. The orbital is then nearly unchanged and $\varepsilon_H\approx-I+c$, so $c\approx\Delta$. This is the argument for a rigid shift; it is an approximation about the shape of the potential, not a property of every GGA.

The integral identity was tested along a spin-restricted path, on which both spins lose charge equally. Quadrature of the orbital energies gives 0.144799 hartree and total energies give 0.144800 hartree. The real ion is a doublet. Spin polarization lowers the ionization energy from 0.3509 to 0.3306 hartree, and this second value is used for the splice.

## The splice and its two gauges

Choose a switch $0\le f(r)\le1$, zero in the bulk and one in the tail, and set

$$v_{\rm xc}^{\Delta}=(1-f)\,v_{\rm GGA}+f\left(-\frac1r+\Delta\right).$$

This is the Tozer–Handy gauge: the bulk stays in place and the potential tends to $\Delta$, so $\Delta$ is also the ionization threshold. Subtracting $\Delta$ everywhere gives

$$v_{\rm xc}^{\Delta}-\Delta=(1-f)(v_{\rm GGA}-\Delta)+f\left(-\frac1r\right),$$

the gauge of the gradient-regulated asymptotic correction (GRAC). The bulk is lowered and the threshold is zero. For the same $f$ the orbitals and level differences are identical. All spliced levels below are measured from threshold.

Two switches are used. The linear one is

$$f=\min\{1,\max[0,(r-R_1)/(R_2-R_1)]\},$$

with $R_1=7$ and $R_2=9$ bohr. The GRAC switch is

$$f=\frac1{1+e^{-\alpha(x-\beta)}},\qquad x=\frac{|\nabla\rho|}{\rho^{4/3}},$$

with $\alpha=0.5$, $\beta=40$ and $\rho$ the total density. It reaches one half at 6.18 bohr. The full GRAC scheme uses the LB94 potential as its outer branch; here that branch is replaced by its limit $-1/r$. LB94 reaches this limit slowly: on the PBE density of Be it is $-0.133$, $-0.096$ and $-0.041$ hartree at 7, 9 and 20 bohr, against $-0.143$, $-0.111$ and $-0.050$, and with it the 3s to 4p levels lie about 0.01 hartree higher. Results marked GRAC below therefore refer to the switch only, not to the full scheme.

## Does the shift put the HOMO at $-I$?

It does if $\varepsilon_H$ in $\Delta=I+\varepsilon_H$ belongs to the spliced Hamiltonian itself. Measured from threshold the HOMO is then

$$\varepsilon_H-\Delta=\varepsilon_H-(I+\varepsilon_H)=-I .$$

If $\Delta_0=I+\varepsilon_H^{\rm GGA}$ comes from the uncorrected run, the spliced HOMO lies at $-I+\eta$, where $\eta=\varepsilon_H(\Delta_0)-\varepsilon_H^{\rm GGA}$. To find $\eta$ at frozen density, turn the splice on with a factor $\lambda$:

$$H_\lambda=H_{\rm GGA}+\lambda\,\delta v,\qquad \delta v=f\left(-\frac1r+\Delta_0-v_{\rm GGA}\right).$$

For a normalized eigenfunction the terms with $d\phi_\lambda/d\lambda$ add up to $\varepsilon\,d\langle\phi_\lambda|\phi_\lambda\rangle/d\lambda=0$. Hence $d\varepsilon/d\lambda=\langle\phi_\lambda|\delta v|\phi_\lambda\rangle$ and

$$\eta=\int_0^1\langle\phi_\lambda|\delta v|\phi_\lambda\rangle\,d\lambda .$$

The same rule applied to $\Delta$, which enters $H$ as $f\Delta$, gives

$$\frac{d\varepsilon_H}{d\Delta}=w=\langle\phi_H|f|\phi_H\rangle .$$

Since $f\le1$ everywhere and $f<1$ in the bulk, where the HOMO is nonzero, $w<1$. The function $I+\varepsilon_H(\Delta)-\Delta$ has slope $w-1<0$, so it has at most one zero while the HOMO remains a bound, separate level. On an interval mapped into itself, with $w\le k<1$, the iteration $\Delta\leftarrow I+\varepsilon_H(\Delta)$ is a contraction and converges. Its first step is $\eta$, so for nearly constant $w$ the geometric series gives

$$\Delta_*\approx\Delta_0+\eta(1+w+w^2+\cdots)=\Delta_0+\frac{\eta}{1-w}.$$

These statements hold at frozen density. When the density also responds, convergence has to be observed.

## Radial discretization

Write $\psi=u(r)Y_{lm}/r$, so that

$$-\tfrac12u''+\left[v+\frac{l(l+1)}{2r^2}\right]u=\varepsilon u .$$

Map $-1<x<1$ (here a grid coordinate) to the radius by

$$r=L\frac{1+x}{1-x+a},\quad a=\frac{2L}{r_{\max}},\quad J=\frac{dr}{dx}=\frac{L(2+a)}{(1-x+a)^2}.$$

Put $u=J^{1/2}\varphi$. Using $d/dr=J^{-1}d/dx$ twice, the terms in $d\varphi/dx$ cancel:

$$\frac{d^2u}{dr^2}=J^{-3/2}\frac{d^2\varphi}{dx^2}-J^{-1}\varphi\,\frac{d^2J^{-1/2}}{dx^2}.$$

The last term vanishes because $J^{-1/2}$ is linear in $x$. With $F=J\varphi$ the kinetic operator becomes the symmetric form $-\frac12J^{-1}(d^2/dx^2)J^{-1}$ acting on $F$, and $\int u^2dr=\int F^2dx$.

The nodes are the interior zeros of $P_M'$, with $P_M$ a Legendre polynomial. Let $Q=(1-x^2)P_M'$. Legendre's equation is $Q'=-M(M+1)P_M$, so $Q=Q''=0$ at the nodes. The interpolating function $g_j$, equal to one at node $j$ and zero at the others, satisfies $Q=Q'(x_j)(x-x_j)g_j$. Differentiating once and twice, at $i\ne j$,

$$g_j'(x_i)=\frac{P_M(x_i)}{P_M(x_j)(x_i-x_j)},\qquad g_j''(x_i)=-\frac{2g_j'(x_i)}{x_i-x_j}.$$

At $i=j$ the second derivative gives $g_j'=0$. The third gives $g_j''=P_M''/(3P_M)=-M(M+1)/[3(1-x_j^2)]$, again by Legendre's equation at a node. Absorbing the factors $P_M(x_j)$ into the coefficients gives the symmetric matrix

$$T_{ij}=\frac1{J_iJ_j}\begin{cases}(x_i-x_j)^{-2}, & i\ne j,\\ M(M+1)/[6(1-x_i^2)], & i=j.\end{cases}$$

The potential is diagonal. The Lobatto weights $2/[M(M+1)P_M(x_j)^2]$, times $J_j$, integrate over $r$.

The same matrix gives the Hartree potential. With $n=\sum_i n_iu_i^2$ and $U=rv_H$, Poisson's equation is $U''=-n/r$, with $U(0)=0$ and $U(r_{\max})=N$. Subtracting the line $Nr/r_{\max}$ leaves a function $W$ that vanishes at both ends and obeys $-\frac12W''=n/(2r)$, a linear system with matrix $T$.

## Pseudocode

```
I = E_GGA(ion, spin-polarized) - E_GGA(atom)
build r, weights, T, d/dr; factor T once
v = screened nuclear potential
repeat
    solve (T + v) u = eps u for the occupied s orbitals
    build rho, rho' and the Hartree potential vH
    vGGA  = e_rho - (1/r^2) d/dr(2 r^2 e_sigma rho')
    Delta = I + eps_HOMO
    vxc   = (1-f)*vGGA + f*(-1/r + Delta)
    vnew  = -Z/r + vH + vxc
    stop if the orbital energies have settled
    v = v + 0.4*(vnew - v)
for each l: diagonalize T + vnew + l(l+1)/(2 r^2)
report eps - Delta
```

For the one-shot variant, converge the GGA first, fix $\Delta_0$ and apply the splice once.

With $M=200$, dense diagonalization costs $O(M^3)$ per cycle, a factored Poisson solution $O(M^2)$ and the splice $O(M)$. The added physical input is $I$, taken here from a calculation on the ion.

The first five hydrogen s levels are reproduced within $3\times10^{-11}$ hartree. For Be the radial PBE energy is $-14.62995$ hartree and a large Gaussian s basis gives $-14.62994$. A separate finite-difference solution of the spliced potential reproduces 2p, 3p and 4p within $6\times10^{-6}$ hartree, which also checks the corners of the linear switch.

## Beryllium: the shift

The PBE ionization energy and one-shot shift are

$$I=-14.299304+14.629939=0.33064,$$

$$\Delta_0=0.33064-0.20612=0.12452\ \text{hartree},$$

or 9.00 and 3.39 eV; a denser basis lowers $I$ by $3\times10^{-6}$ hartree, so the last digits of $I$ and of the shifts are not firm. The HOMO has a fraction $w=0.00125$ of its weight in the tail (0.00124 on a grid that resolves the corners of the switch), and the numerical derivative $d\varepsilon_H/d\Delta$ agrees. The residual is $\eta=3.6\times10^{-5}$ hartree, reproduced by the integral over $\lambda$; the unperturbed orbital alone gives $3.9\times10^{-5}$. The fixed point is therefore near

$$0.124515+\frac{0.000036}{1-0.00125}=0.124551\ \text{hartree},$$

as direct iteration finds. Letting the density relax moves the shift to 0.12473 hartree, a larger change than $\eta$ but still small. The self-consistent run took 36 cycles and put the HOMO at $-0.33064$ hartree. The one-shot GRAC switch leaves it at $-0.33042$ hartree.

The valence gap hardly notices the splice. The 2s–2p difference is $0.20612-0.07421=0.1319$ hartree in PBE and $0.33064-0.19835=0.1323$ hartree afterwards. Both orbitals lie mainly in the bulk, where a constant shift cancels from differences.

## Beryllium: the Rydberg levels

In the semiclassical approximation a Coulomb potential gives a radial phase

$$\int_0^{1/|E|}\sqrt{2\left(\frac1r-|E|\right)}\,dr=\frac{\pi}{\sqrt{2|E|}}\equiv\pi\nu .$$

The inner region adds a phase $\pi\delta(E)$, which varies slowly near threshold because $|E|$ is small there compared with the inner potential. Setting the total to $\pi n$ gives

$$E_n=-\frac1{2(n-\delta)^2}.$$

For 3s the computed $-0.10352$ hartree gives $\nu=1/\sqrt{0.20704}=2.198$ and $\delta=0.802$. From 4s to 7s the defects are 0.7415, 0.7273, 0.7215 and 0.7185: they settle, as a Coulomb tail requires. That alone does not show that the inner potential is right.

For this the reference treats two valence electrons by configuration interaction in a finite Gaussian basis, outside a frozen Hartree–Fock 1s core. The S states contain ss and pp configurations, the P states sp and pd. Core–valence correlation, relativity, other configurations and the basis remainder are left out, so it is neither exact nor experimental. Its fourth decimal is not converged: a complete radial basis with dd, ff and df configurations added lowers the tabulated levels by up to 0.0003 hartree, raises its ionization energy from 0.3411 to 0.3417 and its mean 2s–3s gap from 0.2419 to 0.2424 hartree, and changes the two mean deviations below to 0.0026 and 0.0009 hartree. The ordering of the spliced levels against singlet and triplet is unchanged. Its energies are measured from its own ion.

For a single configuration 2s$nl$ the singlet and triplet lie at equal distances above and below a mean, by the exchange integral. A Kohn–Sham level has no such splitting, so the mean is a reasonable, though not rigorous, target. In hartree:

| Level | Linear | GRAC | Singlet | Triplet | Mean |
|---|---:|---:|---:|---:|---:|
| 3s | −0.1035 | −0.0969 | −0.0932 | −0.1050 | −0.0991 |
| 3p | −0.0757 | −0.0712 | −0.0675 | −0.0739 | −0.0707 |
| 4s | −0.0471 | −0.0463 | −0.0452 | −0.0486 | −0.0469 |
| 4p | −0.0386 | −0.0374 | −0.0367 | −0.0380 | −0.0373 |

The mean absolute deviation from the last column is 0.0027 hartree (0.073 eV) for the linear switch and 0.0008 hartree (0.023 eV) for GRAC. All four GRAC levels lie between singlet and triplet; the linear 3p and 4p levels lie below the triplet.

The potentials suggest a reason. At 7 bohr the shifted PBE potential is $-0.165$ hartree and $-1/r$ is $-0.143$; at 9 bohr the values are $-0.140$ and $-0.111$. Keeping the bulk farther out keeps a deeper potential, which lowers every level with weight there. The columns also differ in density, self-consistent for the linear switch and frozen PBE for GRAC, but this moves the levels by less than 0.0003 hartree. The position of the switch accounts for the rest: a linear switch from 5.5 to 7 bohr at frozen density gives $-0.0972$, $-0.0713$, $-0.0464$ and $-0.0375$ hartree, close to the GRAC column.

The excitation gap has a second error. For the linear switch the 2s–3s gap is $0.33064-0.10352=0.2271$ hartree (6.18 eV), against a reference mean of 0.2419 hartree (6.58 eV). Of the deficit of 0.0148 hartree, 0.0104 comes from the smaller PBE ionization energy ($0.3306$ against $0.3411$) and 0.0044 from the 3s level. Good levels below threshold do not repair an inaccurate $I$.

Without the bulk shift, at frozen PBE density, the HOMO stays at $-0.2063$ hartree while the threshold is zero. The 3s level is at $-0.0652$ hartree, and the gap falls to 0.1411 hartree (3.84 eV), or 0.1418 hartree when the density relaxes. A correct tail joined to an unshifted bulk is thus a poor model here.

## Stability and failure modes

- **Switch too close.** The tail weight $w$ grows and the contraction weakens. Valence orbitals then have weight at the join, and they are disturbed to the extent that the two branches differ there.
- **Switch too far.** The shifted GGA tends to $-\Delta$ instead of zero, leaving a false shelf that lowers Rydberg levels.
- **Mixed gauges.** Lowering the bulk and also adding $\Delta$ to the tail counts the shift twice. The total potential still tends to $\Delta$, as in the Tozer–Handy gauge, so its limit does not reveal the error. Check instead that the tail branch minus the bulk branch equals $-1/r+\Delta-v_{\rm GGA}$, as it must in either gauge.
- **Vanishing gradient.** At the midpoint between two distant identical atoms $\nabla\rho=0$ by symmetry, so $x=0$ and the GRAC switch returns the bulk potential even at low density.
- **Energies and forces.** The splice is a model potential not derived from an energy functional. Its orbitals may be used for excitations, but it supplies no total energy whose derivative gives forces.
- **Small box.** A level with $\nu=n-\delta$ has its outer turning point at $1/|E|=2\nu^2$ bohr. For 7s this is $2(6.28)^2\approx79$ bohr, well inside 200 bohr; levels whose turning point comes near the wall or passes it need a larger box.

The full set of computed values is in the numerical output below.

## Numbers as computed

```
Grid: order 200, map length 15.0 bohr, r_max 200.0 bohr
Linear switch from 7.0 to 9.0 bohr; mixing 0.4
GRAC alpha 0.5, beta 40.0; f=1/2 at 6.180 bohr
Largest hydrogen level error, n=1-5: 2.8e-11 hartree
PBE energy Be, radial: -14.629948 hartree
PBE energy Be, Gaussian: -14.629939 hartree
PBE energy Be+, Gaussian: -14.299304 hartree
PBE ionization energy I: 0.330636 hartree = 8.997 eV
PBE HOMO, radial: -0.206120; Gaussian: -0.206121 hartree
One-shot shift Delta0: 0.124515 hartree = 3.388 eV
dExc/d(2s occupation): -0.2793348; <2s|vxc|2s>: -0.2793348 hartree
Restricted path: I 0.350920, I+HOMO 0.144800 hartree
Restricted path: curvature integral 0.144799 hartree
At 7.0 bohr: vxc-Delta -0.16530, -1/r -0.14286 hartree
At 9.0 bohr: vxc-Delta -0.14008, -1/r -0.11111 hartree
HOMO tail weight w: 0.001247; d eps/d Delta: 0.001248
One-shot residual: 3.615e-05 hartree; first order 3.865e-05
Coupling integral for residual: 3.615e-05 hartree
Fixed-point shift, frozen density: 0.124551 hartree
Self-consistent shift: 0.124733 hartree, 36 cycles
Self-consistent HOMO below threshold: -0.330636 hartree
GRAC-switch HOMO: -0.330418 hartree
Finite-difference check of 2p,3p,4p: 5.9e-06 hartree
Bound s,p levels in box: PBE 3,1; spliced 13,11
2p level: PBE -0.07421, spliced -0.19835 hartree
Spliced 3s: -0.103521 hartree, quantum defect 0.8023
Spliced 4s: -0.047092 hartree, quantum defect 0.7415
Spliced 5s: -0.027388 hartree, quantum defect 0.7273
Spliced 6s: -0.017945 hartree, quantum defect 0.7215
Spliced 7s: -0.012672 hartree, quantum defect 0.7185
Levels from threshold, hartree: linear, GRAC, singlet, triplet, mean
3s: -0.10352 -0.09685 -0.09324 -0.10502 -0.09913
3p: -0.07567 -0.07116 -0.06746 -0.07392 -0.07069
4s: -0.04709 -0.04632 -0.04521 -0.04860 -0.04690
4p: -0.03856 -0.03739 -0.03671 -0.03798 -0.03734
Mean abs. deviation, linear: 0.00269 hartree = 0.073 eV
Mean abs. deviation, GRAC: 0.00084 hartree = 0.023 eV
Reference ionization energy: 0.34106 hartree
2s-3s gap, spliced: 0.22711 hartree = 6.180 eV
2s-3s gap, reference mean: 0.24193 hartree = 6.583 eV
2s-3s gap, tail without shift: 0.14107 hartree = 3.839 eV
Tail without shift: HOMO -0.20629, 3s -0.06522 hartree
```
